# Kolmogorov's Equality and Steady Probability Current in a Three-State Oxide Defect

## The direction of a defect's cycle

An electron trap in the gate oxide of a transistor can capture an electron, rearrange its atoms, and later emit the electron. Suppose that it has one empty configuration, 0, and two filled configurations, 1 and 2. It may then run round the loop 0→1→2→0 more often than round the reverse loop, even when its occupation probabilities no longer change. What must be true of the rates for such a steady circulation to exist, and what in the device can supply it?

Let $k_{ij}\ge 0$ be the constant rate from state $i$ to state $j$, and let $p_i$ be the occupation probabilities, with $p_0+p_1+p_2=1$. Constant rates mean that temperature, bias and the charge of neighbouring traps are fixed. The loop 0→1→2→0 is called clockwise. The two rate products are

$$C=k_{01}k_{12}k_{20},\qquad B=k_{02}k_{21}k_{10}. \tag{1}$$

Kolmogorov's equality is $C=B$. The claim is that a nonzero steady current requires $C\ne B$.

## Proof from the signs of the link currents

Define the net clockwise currents on the three links:

$$\begin{aligned}J_{01}&=p_0k_{01}-p_1k_{10},\\ J_{12}&=p_1k_{12}-p_2k_{21},\\ J_{20}&=p_2k_{20}-p_0k_{02}.\end{aligned}\tag{2}$$

Conservation of probability gives $\dot p_0=J_{20}-J_{01}$, $\dot p_1=J_{01}-J_{12}$ and $\dot p_2=J_{12}-J_{20}$. In a steady state all three derivatives vanish, so the link currents have one common value $J$.

Suppose $J>0$. Then (2) gives

$$p_0k_{01}>p_1k_{10},\quad p_1k_{12}>p_2k_{21},\quad p_2k_{20}>p_0k_{02}. \tag{3}$$

The right sides are nonnegative, so the left sides are positive, and hence every $p_i$ is positive. Multiplying the inequalities gives $p_0p_1p_2C>p_0p_1p_2B$, and division by $p_0p_1p_2$ gives $C>B$. If $J<0$, all inequalities reverse and the same argument gives $C<B$. Thus $J\ne0$ requires violation of Kolmogorov's equality.

## The size of the current

The signs do not give the magnitude. For that, multiply the three equations $J_{01}=J$, $J_{12}=J$, $J_{20}=J$ by $k_{12}k_{20}$, $k_{10}k_{20}$ and $k_{10}k_{21}$ respectively:

$$\begin{aligned}
Jk_{12}k_{20}&=p_0k_{01}k_{12}k_{20}-p_1k_{10}k_{12}k_{20},\\
Jk_{10}k_{20}&=p_1k_{12}k_{10}k_{20}-p_2k_{21}k_{10}k_{20},\\
Jk_{10}k_{21}&=p_2k_{20}k_{10}k_{21}-p_0k_{02}k_{10}k_{21}.
\end{aligned}\tag{4}$$

On addition the $p_1$ terms cancel, as do the $p_2$ terms. What remains is

$$Jw_0=p_0(C-B),\quad w_0=k_{12}k_{20}+k_{10}k_{20}+k_{10}k_{21}. \tag{5}$$

The relabelling 0→1→2→0 leaves $J$, $C$ and $B$ unchanged. It therefore gives $Jw_i=p_i(C-B)$ for the other states, with

$$\begin{aligned}w_1&=k_{20}k_{01}+k_{21}k_{01}+k_{21}k_{02},\\ w_2&=k_{01}k_{12}+k_{02}k_{12}+k_{02}k_{10}.\end{aligned}\tag{6}$$

Adding the three relations and using $\sum_ip_i=1$ yields

$$JW=C-B,\qquad W=w_0+w_1+w_2. \tag{7}$$

This also proves the converse. If $C\ne B$, at least one product is positive. If $C>0$, then $k_{12}k_{20}>0$; if $B>0$, then $k_{10}k_{21}>0$. Either way $w_0>0$, so $W>0$ and $J=(C-B)/W\ne0$.

Zero rates need no separate theory. If both rates of one link vanish, then $C=B=0$ and that link carries no current, so $J=0$. If only $k_{02}$ vanishes and $C>0$, then $J=C/W$: the loop runs although one link is one-way. If $W=0$, the steady state is not unique, but $J$ is still zero, since by (3) or its mirror image a nonzero $J$ would need a positive $C$ or $B$.

As a numerical case take $k_{01}=3$, $k_{10}=1$, $k_{12}=2$, $k_{21}=0.5$, $k_{20}=4$ and $k_{02}=1.5$, all in 1/s. Then $C=24$, $B=0.75$ and $W=37.25$, so $J=23.25/37.25=0.624$ 1/s. Counting net 0→1 crossings in a simulated trajectory of 200,000 jumps gave $0.629\pm0.005$ 1/s, where the uncertainty is a simple counting estimate: the square root of the number of crossings in both directions, divided by the elapsed time. This estimate treats crossings as independent. Forward and backward crossings are correlated, and the exact standard error for a run of this length is about 0.003 1/s, so the count lies 1.7 standard errors above 0.624.

## Why one electrode cannot drive the loop

The rates must now be tied to the device. Let $E_i$ be the energy of filled state $i$ relative to the empty defect, each with its lattice in its lowest vibrational state. Put $\beta=1/kT$. For each capture link 0↔$i$ the lattice is described by one harmonic mode of energy $\hbar\omega$, whose equilibrium position shifts on capture but whose frequency does not. The two links need not displace the atoms along the same coordinate.

Let $g_\nu$ be the probability weight for the lattice to gain $\nu$ phonons:

$$g_\nu=\sum_n\rho_n|\langle n+\nu|D|n\rangle|^2,\quad \rho_n=(1-e^{-\beta\hbar\omega})e^{-n\beta\hbar\omega}, \tag{8}$$

where $D$ displaces the oscillator and terms with $n+\nu<0$ are absent. Reflection of the coordinate turns $D$ into $D^\dagger$ and multiplies $|n\rangle$ by $(-1)^n$. Hence $|\langle m|D|n\rangle|=|\langle m|D^\dagger|n\rangle|=|\langle n|D|m\rangle|$, and the same weights serve capture and emission. In $g_{-\nu}$ put $n=l+\nu$. Since $\rho_{l+\nu}=e^{-\nu\beta\hbar\omega}\rho_l$,

$$g_{-\nu}=e^{-\nu\beta\hbar\omega}g_\nu. \tag{9}$$

Energy conservation lets an electron of energy $E=E_i+\nu\hbar\omega$ be captured with a gain of $\nu$ phonons. Emission to that same energy has a gain of $-\nu$. Let reservoir $r$ have Fermi level $\mu_r$, Fermi function $f_r$, and a coupling rate $\Gamma_r(E)$ that contains its density of states and the tunnelling factor. To lowest order in the tunnel coupling, the capture and emission rates are

$$\begin{aligned}c_i^r&=\sum_\nu g_\nu\Gamma_r(E)f_r(E),\\ e_i^r&=\sum_\nu g_{-\nu}\Gamma_r(E)[1-f_r(E)].\end{aligned}\tag{10}$$

Because $f_r/(1-f_r)=e^{-\beta(E-\mu_r)}$, relation (9) makes the ratio of corresponding terms $e^{\beta\nu\hbar\omega}e^{-\beta(E-\mu_r)}=e^{-\beta(E_i-\mu_r)}$. This does not depend on $\nu$, so it is also the ratio of the sums:

$$c_i^r/e_i^r=e^{-\beta(E_i-\mu_r)}. \tag{11}$$

Spin degeneracy is left out here. A common factor in both capture rates would cancel from $C/B$, though it would change $J$.

The rearrangement between filled states exchanges only heat with the lattice, so $k_{12}/k_{21}=e^{\beta(E_1-E_2)}$. With one reservoir,

$$\frac CB=e^{-\beta(E_1-\mu)}e^{\beta(E_1-E_2)}e^{\beta(E_2-\mu)}=1. \tag{12}$$

An oxide field shifts $E_1$ and $E_2$, but these energies cancel. A gate voltage that acts on the defect through the field alone therefore changes the occupations without driving the loop.

## Two electrodes and the loop affinity

Let the channel and gate have $\mu_c=0$ and $\mu_g=-qV$, where $q>0$ is the elementary charge. The total emission rate is $k_{i0}=e_i^c+e_i^g$, and $s_i=e_i^c/k_{i0}$ is the channel's share. Summing (11) over the electrodes gives

$$k_{0i}=k_{i0}e^{-\beta E_i}b_i,\quad b_i=s_i+(1-s_i)e^{-\beta qV}. \tag{13}$$

Insert this into (1). The level energies cancel as in (12), and the loop affinity $A=\ln(C/B)$ becomes

$$A=\ln\frac{b_1}{b_2},\quad b_1-b_2=(s_1-s_2)(1-e^{-\beta qV}). \tag{14}$$

In this model, violation thus needs both a Fermi-level separation and unequal shares. Each $b_i$ lies between 1 and $e^{-\beta qV}$, so $|A|\le\beta q|V|$. For positive bias with both $s_i\gg e^{-\beta qV}$, the affinity tends to $\ln(s_1/s_2)$ and depends on bias only through the shares.

The result assumes thermal electrodes and a thermal lattice at one temperature. Light, hot carriers or a temperature difference can break (11) or the ratio $k_{12}/k_{21}$, and (14) then no longer applies. Equation (7) still holds if the rates are constant.

Kolmogorov's equality for the summed rates does not prove equilibrium. With $V\ne0$ and $s_1=s_2$, electrons can enter from the channel and leave to the gate through the same pair of defect states, while $J=0$.

## A trap in a thin gate oxide

Take a 2.0 nm oxide at 300 K, with $kT=0.02585$ eV, a field of 5.0 MV/cm (0.5 V/nm) and $V=1.20$ V. The trap lies 0.6 nm from the channel. Its zero-field levels, 0.35 and 0.20 eV above the channel Fermi level, shift down by $0.5\times0.6=0.30$ eV to $E_1=0.05$ eV and $E_2=-0.10$ eV.

The relaxation energies, which are the mean lattice energy gains $\sum_\nu g_\nu\nu\hbar\omega$, are 1.2 eV for state 1 and 2.4 eV for state 2, with $\hbar\omega=0.06$ eV. The coupling is $\Gamma_r(E)=\Gamma_0\exp(-2\int\kappa\,dx)$ with $\Gamma_0=10^{12}$ 1/s and $\kappa=\sqrt{2m(U-E)}/\hbar$. The integral runs from the electrode to the trap, $m$ is 0.5 electron masses, and $U$ starts at 3.1 eV at the channel and falls with the field. Channel states begin at $-0.06$ eV. The rearrangement rate is $k_{12}=10^{13}\,e^{-0.65\,\mathrm{eV}/kT}$ 1/s. The barrier of 0.65 eV is a separate input. If both filled states were displaced along one common coordinate, their parabolas would cross 0.004 eV above state 1 for shifts of the same sign and 1.67 eV above it for opposite signs, so the example assumes that the two displacements point in different directions.

These inputs give, in 1/s,

$$\begin{aligned}k_{01}&=680.2,&k_{10}&=9813,&k_{12}&=120.4,\\k_{21}&=0.3636,&k_{20}&=2.679,&k_{02}&=0.2669.\end{aligned}$$

The products are $C=2.193\times10^5$ and $B=9.52\times10^2$ 1/s³, and $W=1.168\times10^5$ 1/s². Equation (7) yields

$$J=\frac{2.193\times10^5-9.52\times10^2}{1.168\times10^5}=1.87\ \mathrm{s^{-1}}, \tag{15}$$

or one net clockwise loop per 0.535 s on average. The occupations of states 0, 1 and 2 are 0.258, 0.018 and 0.724. The last link confirms the current: $0.7238\times2.679-0.2584\times0.2669=1.87$ 1/s.

The channel shares are $s_1=0.4795$ and $s_2=0.00208$. Since $e^{-\beta qV}=e^{-46.4}$ is negligible beside both, (14) gives $A=\ln(0.4795/0.00208)=5.44$, or 0.141 eV after multiplication by $kT$. This is far below the bound of 46.4.

The phonon weights indicate why the shares differ. Emission from state $i$ with a gain of $\nu$ phonons ends at $E_i-\nu\hbar\omega$. To reach the channel band, state 1 can give the lattice at most one phonon, while state 2 must absorb at least one. Their mean gains are 20 and 40 phonons, and the summed weights of the allowed gains are $1.4\times10^{-5}$ and $2.7\times10^{-11}$. The gate has empty states down to about $-1.2$ eV and accepts gains up to about 20 and 18 phonons, with summed weights 0.55 and $5\times10^{-4}$. Both channels are thus weaker for state 2, but by different factors: emission to the channel falls from 4705 to 0.0056 1/s, and emission to the gate from 5108 to 2.67 1/s. Both differences between the states contribute. With only the levels different (both relaxation energies 1.2 eV), $s_2=0.084$ and $A=1.74$; with only the relaxation energies different (both levels at 0.05 eV), $s_2=0.0089$ and $A=3.98$.

### The fast-exchange limit

Here 0↔1 exchange is fast. If $k_{12}\ll k_{10}$ and $k_{02}\ll k_{01}$, the terms $k_{12}k_{20}$ in $w_0$, $k_{21}k_{02}$ in $w_1$ and $k_{02}k_{12}$ in $w_2$ can be dropped. With $R=k_{01}/k_{10}$, division of (7) by $k_{10}$ gives

$$J\simeq\frac{Rk_{12}k_{20}-k_{02}k_{21}}{(1+R)(k_{20}+k_{21})+Rk_{12}+k_{02}}. \tag{16}$$

States 0 and 1 now act as one mixed state that feeds state 2. The numbers give $R=0.0693$ and $J\simeq22.25/11.86=1.88$ 1/s, about 0.3% above the full result. The fast rates enter only through their ratio $R$, so raising both by the same factor leaves (16) unchanged.

### Loop current and electron current

The net electron current to the gate is 92.5 1/s, about 49 times $J$. Emission from state 1 to the gate supplies $0.01772\times9813\times(1-0.4795)=90.5$ 1/s, and emission from state 2 supplies 1.9 1/s. Most electrons therefore cross by 0→1→0, which adds nothing to the loop count.

The dissipation shows the same difference. Summing $J\ln(p_ik_{ij}/p_jk_{ji})$ over the clockwise links cancels the probabilities and leaves an entropy production of $JA=10.2\,k_B$/s. The electrons passing between the electrodes produce $92.5\times46.4=4.29\times10^3\,k_B$/s. Summing the rates over electrodes hides most of the dissipation in this example.

### Separating bias from its consequences

At a fixed field of 5 MV/cm, changing only the Fermi-level separation gives:

| $V$ (V) | $A$ | $J$ (1/s) |
|---:|---:|---:|
| 0 | 0 | 0 |
| 0.1 | 0.0002 | $8.6\times10^{-7}$ |
| 0.3 | 0.017 | $9.2\times10^{-5}$ |
| 0.6 | 0.82 | $7.9\times10^{-3}$ |
| 1.2 | 5.44 | 1.87 |

At 0.1 V, $\beta qV=3.9$, yet $A$ is only 0.0002. By (14), $s_1-s_2=b_2(e^A-1)/(1-e^{-\beta qV})$, and $b_2\le1$, so the shares differ by only about $2\times10^{-4}$ or less. At 1.2 V they differ by 0.48. The bias thus acts also by changing the shares.

Two controls at 1.2 V separate the conditions. With the gate coupling removed, $A$ and $J$ vanish to rounding error. In the second control, state 2 has the level and relaxation energy of state 1 but seven times its coupling to both electrodes. The shares are then equal and $J=0$, while $2.49\times10^3$ electrons per second still reach the gate.

## What a telegraph trace can show

States 1 and 2 hold the same charge and may give the same drain current. The trace then has two levels. Each empty dwell is exponential with rate $k_{01}+k_{02}$, and the next filled state is chosen independently of its length. Each filled dwell ends in state 0, where the memory of that dwell is lost. The probability density of a sequence of dwells is therefore a product of separate densities, which is unchanged when the sequence is reversed. Such a trace is statistically reversible for any $J$.

Three distinct levels can reveal the direction. For a signal $s$, compare $\langle s(0)s(t)s(t+u)\rangle$ with $\langle s(0)s(u)s(u+t)\rangle$, its time reverse. For the simple rates used after (7), with $t=0.15$ s and $u=0.6$ s, the difference is zero to rounding error for levels (0, 1, 1) and $-0.0112$ for levels (0, 1, 2.5). With several traps, this analysis applies to each one while the others do not alter its rates; interacting traps need a larger state space.

## Relation to real oxides

The thickness, field and voltage are roughly those of a thin SiO₂ gate oxide on silicon, and the field is half a rough breakdown value of 10 MV/cm. The defect energies and $\Gamma_0$ are model choices; trap rates in real oxides spread over many decades, so 1.87 1/s is not a typical value. If the channel states form one two-dimensional subband with two valleys and a mass of 0.19 electron masses, they hold $9.9\times10^{12}$ electrons/cm². This is close to the $1.08\times10^{13}$ charges/cm² implied by the field for a relative permittivity of 3.9. With an assumed $5\times10^{13}$ attempts per second for each channel electron, direct tunnelling through a 50 nm square is roughly $9\times10^5$ electrons/s, about $10^4$ times the current through this defect. The result depends on temperature: at 398 K, with other inputs fixed, $J$ rises to 7.4 1/s and $A$ falls to 2.25. Separate changes at 300 K give 3.0 1/s for a tunnelling mass of 0.4 electron masses, 1.4 1/s for a phonon energy of 0.05 eV, and 2.8 1/s for a barrier lowered by an estimated image-force shift of 0.29 eV. Real oxides also have many phonon modes, and in a transistor the field changes with bias; the effect of these on $J$ is not estimated here. The numerical output gives the remaining digits.

## Calculated quantities

```
Toy J, linear solution: 0.62416 1/s
Toy J, trajectory: 0.62901 +/- 0.00523 1/s
Toy time asymmetry, two levels: 5.6e-17 (dimensionless)
Toy time asymmetry, three levels: -0.01121 (dimensionless)
T = 300 K; kT = 0.02585 eV
Oxide thickness, trap depth: 2.0, 0.6 nm
Oxide field: 5.0 MV/cm
Fermi-level separation/q: 1.20 V
Zero-field levels 1, 2: 0.35, 0.20 eV
Levels 1, 2 in field: 0.050, -0.100 eV
Relaxation energies 1, 2: 1.2, 2.4 eV
Phonon energy: 0.060 eV
Barrier: 3.1 eV; tunnel mass: 0.5 m_e
Channel subband edge: -0.060 eV
Electronic coupling rate: 1.0e+12 1/s
Rearrangement: 1.0e+13 1/s, 0.65 eV
k01 = 6.80196e+02 1/s
k10 = 9.81314e+03 1/s
k12 = 1.20360e+02 1/s
k21 = 3.63573e-01 1/s
k20 = 2.67880e+00 1/s
k02 = 2.66914e-01 1/s
Occupations 0, 1, 2: 2.58444e-01, 1.77234e-02, 7.23833e-01
Channel emission shares 1, 2: 0.47950, 0.00208
Clockwise product C: 2.19308e+05 1/s^3
Anticlockwise product B: 9.52294e+02 1/s^3
Tree sum W: 1.16767e+05 1/s^2
Ratio C/B: 230.2943; affinity A: 5.43936
Bias bound on |A|: 46.418
Loop current J: 1.87002e+00 1/s; time per net loop: 5.3475e-01 s
Electron current to gate: 9.24616e+01 1/s
Loop entropy rate J*A: 1.0172e+01 k_B/s
Full entropy rate: 4.2919e+03 k_B/s
Fixed field, V=0.0 V: A=0.0000, J=0.0000e+00 1/s
Fixed field, V=0.1 V: A=0.0002, J=8.6312e-07 1/s
Fixed field, V=0.3 V: A=0.0168, J=9.2066e-05 1/s
Fixed field, V=0.6 V: A=0.8228, J=7.9261e-03 1/s
Fixed field, V=1.2 V: A=5.4394, J=1.8700e+00 1/s
Channel only, full bias: A=7.3e-15, J=-1.8e-15 1/s
Equal shares: J=0.0e+00, electrons=2.4875e+03 1/s
Image-force barrier shift estimate: 0.286 eV
T = 398 K: A=2.2528, J=7.3688e+00 1/s
tunnel mass = 0.4 m_e: A=5.9074, J=3.0462e+00 1/s
phonon = 0.05 eV: A=5.5950, J=1.3531e+00 1/s
image-lowered barrier: A=5.5968, J=2.8094e+00 1/s
Field / rough 10 MV/cm breakdown: 0.50
Subband electron density: 9.909e+12 1/cm^2
Field-induced charge density/q: 1.078e+13 1/cm^2
Direct tunnelling, 50 nm square, rough: 9.15e+05 electrons/s
```
